\section*{Gap closing and Majorana end modes of a Rashba wire}

\section*{Problem}

A clean, single-band wire along $x$ has Rashba coupling $\alpha$, a Zeeman energy $V>0$ from a field perpendicular to the Rashba spin axis, and a uniform $s$-wave pair potential $D>0$ induced by a neighbouring superconductor. In mean field, with $D$ prescribed and not determined self-consistently,
\begin{equation}
\mathcal H=\int dx\,\Big\{\psi^\dagger h\,\psi
+D\big(\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\psi_\downarrow\psi_\uparrow\big)\Big\},
\qquad
h=\hat k^2-\mu+\alpha\hat k\,\sigma_y+V\sigma_x ,
\label{eq:model}
\end{equation}
where $\hat k=-i\partial_x$ and $\psi=(\psi_\uparrow,\psi_\downarrow)^T$. Lengths are measured in a chosen unit $l_0$ and energies in $E_0=\hbar^2/(2m^*l_0^2)$, so the kinetic energy is $k^2$. Let $\alpha\neq0$.

\begin{enumerate}
\item[(a)] Write $\mathcal H$ in Bogoliubov--de Gennes (BdG) form and find the bulk spectrum.
\item[(b)] Show that the gap closes only at $k=0$, and there only when $V^2=D^2+\mu^2$.
\item[(c)] For a half-infinite wire $x>0$ with a hard wall at $x=0$, find the number of zero-energy bound states on each side of the transition.
\item[(d)] Show that such a state is a Majorana mode, and discuss a wire of finite length.
\item[(e)] Evaluate the case $\mu=0.75\,E_0$, $D=1\,E_0$, $\alpha=2\,E_0l_0$ for $V=0.75\,E_0$ and $V=2\,E_0$.
\item[(f)] What happens if $\alpha=0$, or if the field points along the Rashba axis?
\end{enumerate}

\section*{Solution}

\subsection*{(a) BdG matrix and spectrum}

Put the hole operators into
\begin{equation}
\eta=i\sigma_y(\psi^\dagger)^T=(\psi_\downarrow^\dagger,\,-\psi_\uparrow^\dagger)^T,
\qquad \Psi=\begin{pmatrix}\psi\\ \eta\end{pmatrix}.
\end{equation}
Anticommuting the fields gives $\psi^\dagger h\psi=-\psi^Th^T(\psi^\dagger)^T$ up to a constant, under the integral. Here $h^T$ is transposed in spin and in position. Since $(\psi^\dagger)^T=-i\sigma_y\eta$ and $\psi^T=\eta^\dagger i\sigma_y$,
\begin{equation}
-\psi^Th^T(\psi^\dagger)^T=-\eta^\dagger\,\sigma_yh^T\sigma_y\,\eta .
\end{equation}
Transposition reverses both $\hat k$ and $\sigma_y$, so the Rashba term is unchanged. It leaves $\sigma_x$ alone, but $\sigma_y\sigma_x\sigma_y=-\sigma_x$. The hole block is therefore $-(\hat k^2-\mu)-\alpha\hat k\sigma_y+V\sigma_x$. For the pairing, $\psi^\dagger\eta=\psi_\uparrow^\dagger\psi_\downarrow^\dagger-\psi_\downarrow^\dagger\psi_\uparrow^\dagger=2\psi_\uparrow^\dagger\psi_\downarrow^\dagger$. Taking half the sum of the particle and hole forms gives, up to a constant, $\mathcal H=\frac12\int\Psi^\dagger H\Psi$. With Pauli matrices $\tau$ acting between $\psi$ and $\eta$,
\begin{equation}
H(k)=(\xi+\alpha k\sigma_y)\tau_z+V\sigma_x+D\tau_x,\qquad \xi=k^2-\mu .
\label{eq:bdg}
\end{equation}

To find the eigenvalues, square $H$. The squares of the four terms add to
\begin{equation}
S=\xi^2+\alpha^2k^2+V^2+D^2 .
\end{equation}
Of the six anticommutators, three vanish: $\{\tau_z,\tau_x\}=0$, $\{\sigma_y\tau_z,\sigma_x\}=0$ and $\{\sigma_y\tau_z,\tau_x\}=0$. The other three pairs commute, so
\begin{equation}
H^2=S+2M,\qquad M=\xi\alpha k\,\sigma_y+\xi V\,\sigma_x\tau_z+VD\,\sigma_x\tau_x .
\end{equation}
The three matrices in $M$ anticommute with one another, which gives $M^2=R$ with $R=\xi^2\alpha^2k^2+\xi^2V^2+V^2D^2$. As $M$ has zero trace, its eigenvalues are $\pm\sqrt R$, each twice. Thus
\begin{equation}
E_\pm^2=S\pm2\sqrt{R}.
\label{eq:spectrum}
\end{equation}
The matrix $C=\sigma_y\tau_y$ anticommutes with every term of $H$, so the levels are $\pm E_+$ and $\pm E_-$.

\subsection*{(b) Where the gap closes}

A zero level requires $\det H=E_+^2E_-^2=S^2-4R=0$. Abbreviate $a=\xi^2$, $b=\alpha^2k^2$, $v=V^2$, $d=D^2$. Then
\begin{align}
S^2-4R&=(a+b+v+d)^2-4ab-4av-4vd\nonumber\\
&=a^2+b^2+v^2+d^2-2ab-2av-2vd+2ad+2bv+2bd\nonumber\\
&=(v+b-d-a)^2+4bd ,
\end{align}
because $(v+b-d-a)^2$ contains the same terms except that it has $-2bd$ in place of $+2bd$. Hence
\begin{equation}
\det H(k)=\big(V^2+\alpha^2k^2-D^2-\xi^2\big)^2+4\alpha^2k^2D^2 .
\label{eq:det}
\end{equation}
Both squares must vanish. With $\alpha D\ne0$ the second requires $k=0$. There $\xi=-\mu$, and the first becomes
\begin{equation}
V^2=D^2+\mu^2 .
\label{eq:critical}
\end{equation}
This is the only closing of the bulk gap in the model.

At $k=0$ the Zeeman term commutes with $-\mu\tau_z+D\tau_x$, whose eigenvalues are $\pm\sqrt{D^2+\mu^2}$. The four levels are $\pm V\pm\sqrt{D^2+\mu^2}$ with independent signs, and the smallest excitation energy at this momentum is
\begin{equation}
E_{k=0}=\big|V-\sqrt{D^2+\mu^2}\big| .
\label{eq:gapzero}
\end{equation}
It vanishes linearly in $V$ and reopens. The gap of the whole wire is the minimum over all $k$, and may be smaller.

The limit $D\to0$ shows the meaning of the threshold, which becomes $V=|\mu|$. The normal Fermi points obey $\xi^2=V^2+\alpha^2k^2$, or
\begin{equation}
(k^2)^2-(2\mu+\alpha^2)k^2+\mu^2-V^2=0 .
\end{equation}
For $V>|\mu|$ the two solutions for $k^2$ have a negative product, so one is positive and the normal wire has a single pair of Fermi points $\pm k$. Pairing raises the required Zeeman energy from $|\mu|$ to $\sqrt{D^2+\mu^2}$.

\subsection*{(c) Zero modes at a hard wall}

\paragraph{Reduction to two components.}
In position space $H$ is real, since $\alpha\hat k\sigma_y=-\alpha\partial_x(i\sigma_y)$ and $i\sigma_y$ is real. If $H\varphi=0$, then $HC\varphi=-CH\varphi=0$. The wall condition $\varphi(0)=0$ is also unaffected by $C$. As $C^2=1$, zero modes can be chosen with $C\varphi=s\varphi$, $s=\pm1$. Multiplying this relation by $\sigma_y$ gives $\tau_y\varphi=s\sigma_y\varphi$.

Now multiply $H\varphi=0$ by $\tau_z$. With $\tau_z\tau_x=i\tau_y$, which acts as $s\,i\sigma_y$,
\begin{equation}
\big[-\partial_x^2-\mu+(sD-\alpha\partial_x)\,i\sigma_y+V\sigma_x\tau_z\big]\varphi=0 .
\end{equation}
Both $i\sigma_y$ and $\sigma_x\tau_z$ commute with $C$, so they act within the two-dimensional space of fixed $s$. They anticommute there, and a real basis exists in which
\begin{equation}
\sigma_x\tau_z\to Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
i\sigma_y\to\epsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\end{equation}
The two-component function $\chi$ in this basis obeys
\begin{equation}
-\chi''-\mu\chi+\epsilon\,(sD\chi-\alpha\chi')+VZ\chi=0 .
\label{eq:chi}
\end{equation}
For $\chi=ue^{qx}$ the matrix acting on $u$ is $A+B\epsilon+VZ$, with $A=-(q^2+\mu)$ and $B=sD-\alpha q$. Its determinant is $(A+V)(A-V)+B^2$, so $q$ must be a root of
\begin{align}
P_s(q)&=(q^2+\mu)^2+(\alpha q-sD)^2-V^2\nonumber\\
&=q^4+(2\mu+\alpha^2)q^2-2s\alpha Dq+\mu^2+D^2-V^2 .
\label{eq:quartic}
\end{align}
There is no cubic term, so the four roots sum to zero. Also $P_-(q)=P_+(-q)$. On the imaginary axis,
\begin{equation}
P_s(ik)=-\big(V^2+\alpha^2k^2-D^2-\xi^2\big)-2is\alpha kD ,
\end{equation}
which vanishes only if both squares in \eqref{eq:det} do. Away from the transition every root therefore grows or decays.

\paragraph{Counting decaying roots.}
Let $n_s$ be the number of roots of $P_s$ with $\mathrm{Re}\,q<0$, counted with multiplicity. Then $n_-=4-n_+$. Take $\alpha>0$; reversing the sign of $\alpha$ merely exchanges $s=+$ and $s=-$.

\emph{Above the transition}, $V^2>D^2+\mu^2$, the last two coefficients of $P_+$ are negative. Whatever the sign of $2\mu+\alpha^2$, the coefficients change sign once, and Descartes' rule gives exactly one positive root $p$. Thus $P_+<0$ on $[0,p)$ and $P_+>0$ beyond $p$. Complex roots come in conjugate pairs, so there are one or three negative roots. Three give $n_+=3$ at once. If there is one, $r$, then $P_+(q)-P_+(-q)=-4\alpha Dq$ at $q=|r|$ yields
\begin{equation}
P_+(|r|)=-4\alpha D|r|<0\quad\Rightarrow\quad |r|<p .
\end{equation}
The remaining pair $c\pm i\omega$ satisfies $2c+p-|r|=0$, hence $c<0$, and again $n_+=3$. Therefore $(n_+,n_-)=(3,1)$.

\emph{Below the transition}, the product of the roots, $P_+(0)$, is positive. Conjugate pairs contribute positive factors, so the number of negative real roots is even, and so is $n_+$. The values 0 and 4 would contradict the zero sum of the roots. Therefore $(n_+,n_-)=(2,2)$.

\paragraph{The wall condition.}
Counting unknowns against equations is not yet a proof, because the conditions might be dependent. Let $W$ be the real space of initial data $(\chi(0),\chi'(0))$ of decaying solutions; its dimension is $n_s$, also for repeated roots. The derivative of a decaying solution is another one, so $W$ is mapped into itself by
\begin{equation}
G:(\chi,\chi')\mapsto(\chi',\chi''),
\end{equation}
with $\chi''$ taken from \eqref{eq:chi}. A zero mode is a nonzero element $(0,g)$ of $W$, and $G(0,g)=(g,w)$ for some $w$.

\begin{itemize}
\item $n_s=3$: the two conditions $\chi(0)=0$ leave at least one mode. If there were two independent ones, $W$ would contain $(0,g)$ for every $g$, and with it $(g,w)$ for every $g$. It would then have dimension four. There is exactly one mode.
\item $n_s=1$: $(g,w)$ would have to be a multiple of $(0,g)$, which forces $g=0$. There is no mode.
\item $n_s=2$: $(0,g)$ and $(g,w)$ would span $W$. The data of a decaying solution stay in $W$ at every $x$, so each such solution would have the form $\chi(x)=f(x)g$. Take the scalar product of \eqref{eq:chi} with $g$. Because $g^T\epsilon g=0$, the terms with $\epsilon$ drop out, leaving
\begin{equation}
f''=\lambda f,\qquad \lambda=-\mu+V\,\frac{g^TZg}{g^Tg} .
\end{equation}
The two independent decaying solutions would supply two independent functions $f$, hence all solutions of this equation. Its exponents $\pm\sqrt\lambda$ sum to zero and cannot both decay. There is no mode.
\end{itemize}

The end of the half-infinite wire thus has exactly one zero mode for $V^2>D^2+\mu^2$, with $s=+$ if $\alpha>0$, and none for $V^2<D^2+\mu^2$.

\subsection*{(d) Majorana property and finite length}

The upper and lower halves of $\Psi$ contain the same fields. In blocks,
\begin{equation}
C=\begin{pmatrix}0&-i\sigma_y\\ i\sigma_y&0\end{pmatrix},\qquad
(\Psi^\dagger)^T=(\psi_\uparrow^\dagger,\psi_\downarrow^\dagger,\psi_\downarrow,-\psi_\uparrow)^T ,
\end{equation}
and multiplication gives $C(\Psi^\dagger)^T=\Psi$, or $(\Psi^\dagger)^T=C\Psi$. The zero mode $\varphi$ can be chosen real and normalized. Define $\gamma=\int\varphi^T\Psi\,dx$. Since $C$ is real and symmetric,
\begin{equation}
\gamma^\dagger=\int\varphi^T(\Psi^\dagger)^Tdx=\int(C\varphi)^T\Psi\,dx=s\gamma .
\end{equation}
For $s=+$ the operator is its own adjoint; for $s=-$ the operator $i\gamma$ is. Moreover $[\gamma,\mathcal H]=\int(H\varphi)^T\Psi\,dx=0$. The boundary terms of the partial integration vanish because $\varphi$ and $\Psi$ are zero at the wall. This is a Majorana mode at zero energy.

The right end follows from the reflection $x\to-x$, which reverses $\alpha$ in \eqref{eq:chi} and so exchanges the two values of $s$. For $\alpha>0$ the left mode has $s=+$ and the right one $s=-$. In a wire of length $L$ their tails overlap, and the two modes combine into levels $\pm E$. To estimate $E$, let $\varphi_{\rm l}$ and $\varphi_{\rm r}$ be the normalized half-line modes of the left and right ends, and let $\varphi$ be the eigenfunction of the finite wire, which vanishes at $0$ and $L$. Multiply $H\varphi=E\varphi$ by $\varphi_{\rm l}^T$ and integrate by parts. Since $H\varphi_{\rm l}=0$, $\varphi_{\rm l}(0)=0$ and $\varphi(0)=\varphi(L)=0$, only one boundary term survives:
\begin{equation}
E\int_0^L\varphi_{\rm l}^T\varphi\,dx=-\varphi_{\rm l}(L)^T\tau_z\,\varphi'(L).
\end{equation}
To leading order $\varphi=(\varphi_{\rm l}\pm\varphi_{\rm r})/\sqrt2$, and the integral is $1/\sqrt2$. The term $\varphi_{\rm l}^T\tau_z\varphi_{\rm l}'$ vanishes because $\tau_z$ anticommutes with $C$ and both factors have the same $s$. Hence
\begin{equation}
|E|\simeq\big|\varphi_{\rm l}(L)^T\tau_z\,\varphi_{\rm r}'(L)\big| ,
\end{equation}
where $\varphi_{\rm r}'(L)$, the slope of the right mode at its own wall, does not depend on $L$. The splitting follows the tail of the left mode and has the envelope $e^{-\kappa L}$, where $\kappa$ is the smallest decay rate present in the mode. If the slowest roots are a complex pair $-\kappa\pm i\omega$, then for $L$ large enough that the faster-decaying terms of the mode are negligible, this envelope is multiplied by $|\cos(\omega L+\delta)|$ with a constant phase $\delta$, so $E$ passes through zero at isolated lengths. Zero energy independent of the parameters belongs to the half-infinite wire.

\subsection*{(e) Worked example}

These are round model parameters. The transition lies at
\begin{equation}
V_c=\sqrt{1^2+0.75^2}\,E_0=\sqrt{1.5625}\,E_0=1.25\,E_0 .
\end{equation}
By \eqref{eq:gapzero}, the excitation energy at $k=0$ is $|0.75-1.25|\,E_0=0.50\,E_0$ on the lower side and $|2-1.25|\,E_0=0.75\,E_0$ on the upper side. A scan over $k$ finds that in both cases this is also the smallest bulk excitation energy.

In these units $2\mu+\alpha^2=1.5+4=5.5$ and $2\alpha D=4$, so
\begin{equation}
P_+(q)=q^4+5.5q^2-4q+1.5625-V^2 .
\end{equation}
The decaying roots, in units of $1/l_0$, are
\begin{center}
\begin{tabular}{lll}
$V/E_0$ & $s=+$ & $s=-$\\
0.75 & $-0.354\pm2.388i$ & $-0.354\pm0.216i$\\
2.00 & $-0.301\pm2.482i,\ -0.392$ & $-0.994$
\end{tabular}
\end{center}
The counts are $(2,2)$ and $(3,1)$. For $V=2\,E_0$ the fourth root of $P_+$ is minus the $s=-$ entry, and the sum is $2(-0.301)-0.392+0.994=0.000$.

A finite wire with $L=40\,l_0$ was diagonalized on a grid of spacing $0.05\,l_0$. For $V=0.75\,E_0$ its lowest excitation energy is $0.505\,E_0$, close to the bulk value, and there is no level near zero. For $V=2\,E_0$ there is a pair $\pm6.3\times10^{-6}\,E_0$, and the next level is at $0.767\,E_0$. Separated by the eigenvalue of $C$, the pair gives one mode at each end, with $s=+$ on the left. The left mode has an overlap of magnitude $0.99999$ or better with the half-line solution built from the three roots.

The smallest decay rate of that solution is $\kappa=0.301/l_0$, an amplitude decay length of $3.3\,l_0$. The complex pair must be present in it, because the single real exponential cannot vanish at the wall by itself. On the same grid, whose discretization error is of the order of one per cent in these numbers, the splitting is
\begin{center}
\begin{tabular}{lll}
$L/l_0$ & $|E|/E_0$ & $|E|e^{\kappa L}/E_0$\\
20 & $2.4\times10^{-3}$ & 0.99\\
30 & $1.3\times10^{-4}$ & 1.11\\
40 & $6.3\times10^{-6}$ & 1.08
\end{tabular}
\end{center}
While $|E|$ falls by a factor of nearly 400, the last column stays of order one, as the envelope requires. Its near-constancy is an accident of the lengths chosen. The slowest roots are complex with $\omega=2.482/l_0$, so by part (d) the last column oscillates with zeros about $\pi/\omega\approx1.27\,l_0$ apart. A step of $10\,l_0$ advances the phase by $24.82$, only $0.31$ short of $8\pi$, so the three lengths sample nearly the same phase. The real root $-0.392/l_0$ adds a non-oscillating term that falls, relative to the envelope, only as $e^{-0.091L/l_0}$, a factor of about $0.16$ at $L=20\,l_0$. At these lengths it shifts successive zeros in alternate directions, so $\pi/\omega$ is their mean spacing. The numerical check contains the roots, the levels and the three tabulated lengths; the oscillation between them is inferred from part (d).

\subsection*{(f) When the conditions are not met}

\emph{No Rashba coupling.} For $\alpha=0$, \eqref{eq:det} reduces to $(V^2-D^2-\xi^2)^2$, which vanishes at
\begin{equation}
k^2=\mu\pm\sqrt{V^2-D^2}
\end{equation}
whenever the right-hand side is real and not negative. If $V^2>D^2+\mu^2$, the root exceeds $|\mu|$, and the upper sign always gives a real $k$. The wire is then gapless throughout the region that would otherwise carry protected end modes. For the example with $V=2\,E_0$, the closing is at $k=\sqrt{0.75+\sqrt3}/l_0=1.58/l_0$.

\emph{Field along the Rashba axis.} Replace $V\sigma_x$ by $V\sigma_y$. Then $\sigma_y=\sigma=\pm1$ is conserved and
\begin{equation}
E=\sigma V\pm\sqrt{(\xi+\sigma\alpha k)^2+D^2} .
\end{equation}
A zero requires $(\xi+\sigma\alpha k)^2=V^2-D^2$. The expression $k^2+\sigma\alpha k-\mu$ takes every value from $-\mu-\alpha^2/4$ upwards. For $\mu\ge-\alpha^2/4$ the gap therefore closes as soon as $V$ reaches $D$, and stays closed for larger $V$. In the example with $V=1.1\,E_0$, one closing follows from
\begin{equation}
k^2+2k-0.75=\sqrt{1.1^2-1}=0.458,
\end{equation}
in units of $E_0$ and $l_0$, which gives $k=-1+\sqrt{2.208}=0.486$. The negative square root gives another, $k=-1+\sqrt{1.292}=0.137$, and the momentum scan finds its minimum next to this one. With the same Zeeman energy perpendicular to the Rashba axis, the bulk excitation energy is still $0.15\,E_0$. The condition \eqref{eq:critical} thus locates the topological transition for the perpendicular field assumed in \eqref{eq:model}; it does not by itself guarantee a gap for other field directions.

\section*{Calculated quantities}
\begin{verbatim}
Units: length l0, energy E0 = hbar^2/(2 m* l0^2)
mu = 0.75 E0, D = 1.0 E0, alpha = 2.0 E0 l0
Three-site many-body check, largest error = 1.3e-14 E0
Critical V from formula = 1.250000 E0
Critical V from k=0 eigenvalues = 1.250000 E0
Random wires: largest matching singular value above = 1.6e-15
Random wires: least matching singular value below = 4.3e-02
Finite wire: length 40.0 l0, grid spacing 0.05 l0
V = 0.75 E0: gap at k=0 = 0.5000 E0
  smallest bulk |E| = 0.5000 E0 at k = 0.000 /l0
  s = +1: 2 decaying roots (1/l0): -0.3536+2.3882i, -0.3536-2.3882i
  s = -1: 2 decaying roots (1/l0): -0.3536+0.2158i, -0.3536-0.2158i
  wire |E|, lowest three = 5.046e-01, 5.046e-01, 0.5204 E0
V = 1.25 E0: gap at k=0 = 0.0000 E0
  smallest bulk |E| = 0.0000 E0 at k = 0.000 /l0
V = 2.00 E0: gap at k=0 = 0.7500 E0
  smallest bulk |E| = 0.7500 E0 at k = 0.000 /l0
  s = +1: 3 decaying roots (1/l0): -0.3011+2.4823i, -0.3011-2.4823i, -0.3921+0.0000i
  s = -1: 1 decaying roots (1/l0): -0.9943+0.0000i
  wire |E|, lowest three = 6.345e-06, 6.345e-06, 0.7667 E0
V = 2.0 E0: weight in left half, s=+1 mode = 0.999996
  weight in left half, s=-1 mode = 0.000003
  overlap of half-line and wire left modes = 0.999997
  smallest decay rate kappa = 0.3011 /l0
  longest amplitude decay length = 3.321 l0
  L = 20 l0: |E| = 2.393e-03 E0, |E| exp(kappa L) = 0.987 E0
  L = 30 l0: |E| = 1.327e-04 E0, |E| exp(kappa L) = 1.111 E0
  L = 40 l0: |E| = 6.345e-06 E0, |E| exp(kappa L) = 1.079 E0
alpha = 0, V = 2.0 E0: |E| = 2.7e-17 E0 at k = 1.5755 /l0
V = 1.1 E0 along Rashba axis: grid minimum |E| = 0.0003 E0
  at k = 0.136 /l0; perpendicular field: 0.1500 E0
\end{verbatim}
